Line shape of spin resonance in a thick conductor

**1. The form fixed by dimensions**

A microwave field falls on the flat face of a conductor containing resonant spins. The absorbed power is governed by the surface impedance Z, the ratio of tangential electric to tangential magnetic field at the face. Take the conductor to be so thick that its thickness drops out, and let the current obey the local Ohm law. With time factor e^{iωt}, Maxwell's equations then contain two material quantities: p = iωμ, in Ω/m, and the conductivity σ, in 1/(Ω m). Their one combination measured in ohms is √(p/σ). The field equations have real coefficients when written in p and σ, so the numerical factor c in front is real:

Z = c √(iωμ/σ).  (1)

Let the spins change the permeability from μ₀ to μ₀(1+χ), where χ = χ′ − iχ″ and |χ| ≪ 1. Here χ′ is the dispersion and χ″ the absorption of the spins. Since √(1+χ) ≈ 1 + χ/2 and √i = (1+i)/√2,

δZ ∝ (1+i)(χ′ − iχ″) = (χ′+χ″) + i(χ′−χ″).  (2)

The real part, which determines the absorbed power, contains χ′ and χ″ with equal weight. The square root of i is the source of the equality. What remains is to confirm (1) from the fields, to find the derivative line, and to establish how slow the spins and how thick the conductor must be.

**2. Fields and the spin response**

Let s be the depth below the face. The microwave field H and the static field B lie in the plane of the face, at right angles. Neglecting the displacement current, Maxwell's equations are

E′ = −iωμ₀(H + M),  H′ = −σE,  (3)

where primes on fields denote d/ds and M is the microwave magnetization along H. The precessing magnetization also has a component normal to the face. It produces a normal demagnetizing field, whose effect on M is of second order in χ and is dropped.

Without spins, H₀″ = −σE₀′ = iωμ₀σH₀. The solution that decays inward is

H₀ = h e^{−ks},  k² = iωμ₀σ,  k = (1+i)/δ,  δ = √(2/(ωμ₀σ)).  (4)

The value of k follows from (1+i)² = 2i. From (3), E₀ = kH₀/σ, so

Z₀ = k/σ = (1+i)R₀,  R₀ = 1/(σδ).  (5)

This is (1) with c = 1. For real h, the power entering unit area is ½ Re(EH*) = ½h² Re Z.

The susceptibility follows from the Bloch equations. Put B along z and H along x, and let ω₀ = γB. For small H the longitudinal magnetization stays at χ₀B/μ₀, so there is no saturation, and the torque equations give

(iω + 1/T₂)Mₓ = ω₀M_y,
(iω + 1/T₂)M_y = −ω₀Mₓ + χ₀ω₀H.  (6)

Multiply the second equation by ω₀ and eliminate M_y with the first:

Mₓ = χ₀ω₀²H / [(iω + 1/T₂)² + ω₀²].  (7)

Only ω₀² appears, so the sign of the gyromagnetic ratio does not matter. The denominator is ω₀² − ω² + 2iω/T₂ + 1/T₂². For ωT₂ ≫ 1 and close to resonance it becomes 2ω[(ω₀−ω) + i/T₂], and the numerator becomes χ₀ω²H. Hence

χ = C/(x+i) = C(x−i)/(1+x²),  C = χ₀ωT₂/2,  (8)

x = (ω₀−ω)T₂ = (B−B_r)/Γ,  B_r = ω/γ,  Γ = 1/(γT₂).  (9)

Therefore χ″ = C/(1+x²) is a Lorentzian of half width Γ at half height, and χ′ = Cx/(1+x²) is positive above the resonance field. The small parameter of the impedance expansion is C.

**3. The change of impedance**

A formula that also holds for diffusing spins is obtained by comparing the fields (E,H) with spins to the fields (E₀,H₀) without them, at the same surface value h. From (3),

d(EH₀ − E₀H)/ds = −iωμ₀(H+M)H₀ − σEE₀ + iωμ₀H₀H + σE₀E = −iωμ₀MH₀.  (10)

Integrate from the face to great depth, where the fields vanish. The left side gives −[E(0)−E₀(0)]h = −h²δZ, so

δZ = (iωμ₀/h²) ∫₀^∞ M H₀ ds.  (11)

Spins that do not move have M = χH, which to first order is χH₀. The integral of e^{−2ks} is 1/(2k), and iωμ₀/k = k/σ = Z₀ by (4). Thus

δZ = Z₀χ/2,  ΔR/R₀ = (χ′ + χ″)/2.  (12)

The depth integral shows how the mixture arises. With e^{−2ks} = e^{−2s/δ}e^{−2is/δ}, the layer at depth s contributes to Re δZ in proportion to

e^{−2s/δ}[χ″cos(2s/δ) + χ′sin(2s/δ)].  (13)

One factor e^{−ks} is the attenuation and phase lag of the field driving the spins. The other belongs to the return of their response to the face. Near the face absorption dominates. Dispersion enters with a positive weight down to s = πδ/2; below that depth its weight alternates in sign, but the layers there contribute little. Both ∫e^{−2s/δ}cos(2s/δ)ds and ∫e^{−2s/δ}sin(2s/δ)ds equal δ/4.

Equal weight does not mean that the spins themselves take up power in proportion to χ′+χ″. Their own uptake per area is

½ωμ₀χ″∫|H|²ds = ½ωμ₀χ″h²δ/2 = ½h²R₀χ″,  (14)

because ωμ₀δ/2 = 1/(σδ). The rest is a change in ohmic loss. With spins the decay constant is k₁ = k(1+χ/2) and E = k₁H/σ, so the ohmic loss is

½σ∫|E|²ds = ½h²|k₁|²/(2σ Re k₁).  (15)

To first order |k₁|² = (2/δ²)(1+χ′) and Re k₁ = (1/δ)[1+(χ′+χ″)/2]. The loss is therefore ½h²R₀[1+(χ′−χ″)/2]. Adding the change (χ′−χ″)/2 to χ″ from (14) restores (12). Dispersion enters because the spins alter the eddy currents. A numerical solution of (3) at x = 0.4 gives, in units of CR₀, 0.862 for the spins, −0.258 for the ohmic change and 0.604 in total.

**4. The derivative line and its asymmetry**

A spectrometer with small field modulation records dP/dB, provided its bridge responds to absorbed power and not to the cavity's frequency shift. Let A be the height of the low-field maximum above the baseline and B the depth of the high-field minimum below it; in the ratio A/B the letter B has this meaning.

It costs little to treat a general mixture

F = (cosφ + x sinφ)/(1+x²),  0 ≤ φ ≤ π/2.  (16)

The signal from (12) is (C/2)(1+x)/(1+x²), which has φ = π/4. Put x = tanθ with |θ| < π/2. Then 1/(1+x²) = cos²θ and x/(1+x²) = sinθ cosθ, so F = cosθ cos(θ−φ). Its derivative with respect to θ is −sin(2θ−φ), and dθ/dx = cos²θ. The recorded slope is

S = dF/dx = cos²θ sin(φ−2θ).  (17)

Its extrema follow from

dS/dθ = −2cosθ[sinθ sin(φ−2θ) + cosθ cos(φ−2θ)] = −2cosθ cos(3θ−φ).  (18)

The zeros within the allowed range, and the slopes there, are

θ₁ = (φ−π/2)/3,  S = +cos³θ₁,
θ₂ = (φ+π/2)/3,  S = −cos³θ₂,
θ₃ = (φ−3π/2)/3,  S = −cos³θ₃.  (19)

For the first, φ−2θ₁ = θ₁+π/2, whose sine is cosθ₁; the other two follow in the same way. (At φ = 0, θ₃ reaches the end of the range and its extremum vanishes.) For 0 ≤ φ ≤ π/2, θ₂ runs from 30° to 60° and θ₃ from −90° to −60°, so the minimum at θ₂ is the deeper one, with a tie at φ = π/2. Hence

A/B = [cos((π/2−φ)/3) / cos((π/2+φ)/3)]³.  (20)

Pure absorption gives 1 and pure dispersion gives 8. For φ = π/4 the angles are −15°, 45° and −75°. Since cos15°/cos45° = (1+√3)/2,

A/B = (1+√3)³/8 = (10+6√3)/8 = (5+3√3)/4 ≈ 2.549.  (21)

The main peaks lie at x = −tan15° ≈ −0.268 and x = 1. In units where the signal is (1+x)/(1+x²), which is √2F, their slopes are 1.2745 and −0.5. A third extremum, of slope −0.0245, lies in the low-field wing at x ≈ −3.73.

Equation (20) also shows how sensitive the ratio is to the phase: A/B is 1.85 at φ = 30° and 3.60 at 60°. A bridge that admits some of Im δZ changes φ and therefore A/B.

**5. How slow the spins must be**

A spin that diffuses through the skin layer experiences a changing amplitude and phase of the microwave field. The time for this is

T_D = δ²/(2D),  ε = T₂/T_D,  (22)

where D is the diffusion constant. Adding D M″ to the rate of change of M replaces 1/T₂ by 1/T₂ − D d²/ds². In (8), written as (x+i)M = CH, the term iM becomes i(M − DT₂M″). Multiplication by −i gives

(1−ix)M − DT₂M″ = −iCH.  (23)

Strictly, it is the departure of M from χ₀H that diffuses. The omitted source is of relative size D|k²|/ω = 1/(ωT_D), so ωT_D ≫ 1 is assumed. If spins are reflected at the face without losing polarization, M′(0) = 0.

Insert H = H₀ and define q² = (1−ix)/(DT₂), with Re q > 0. The solution is M = a e^{−ks} + b e^{−qs}. Equation (23) and the boundary condition give

a = −iCh/[DT₂(q²−k²)],  b = −ka/q.  (24)

The integral in (11) becomes

∫MH₀ds = ha[1/(2k) − k/(q(q+k))] = ha(q−k)(q+2k)/[2kq(q+k)].  (25)

The numerator arises from q²+qk−2k² = (q−k)(q+2k). Now −iC/(1−ix) = C/(x+i) = χ, so a = χhq²/(q²−k²). The factor q−k cancels, and with r = k/q

δZ/Z₀ = (χ/2)(1+2r)/(1+r)²,  r² = DT₂k²/(1−ix) = iε/(1−ix).  (26)

For ε → 0 this returns (12). To see the first corrections, expand

(1+2r)/(1+r)² = 1 − r²/(1+r)² = 1 − r² + 2r³ − … .  (27)

Because 1−ix = −i(x+i), the term −r² equals ε/(x+i). To first order in ε,

(1/(x+i))[1 + ε/(x+i)] = 1/(x−ε+i).  (28)

The leading effect of diffusion is a displacement of the whole line to higher field by εΓ, which leaves A/B unchanged. The ratio changes through 2r³. Let w = 1−ix = e^{−iθ}/cosθ. The signal in the units of Section 4 is Re[(1+i)(−i/w)(…)], and

(1+i)(−i)·2i^{3/2} = 2√2 e^{−iπ/4}e^{3iπ/4} = 2√2 i.  (29)

The added signal is 2√2 ε^{3/2} Re(i w^{−5/2}). Since dw/dx = −i, the derivative of w^{−5/2} is (5i/2)w^{−7/2}, and the added slope is

δS = −5√2 ε^{3/2} cos^{7/2}θ cos(7θ/2).  (30)

At an extremum, a small displacement of its position does not alter its height to first order. It is therefore enough to evaluate (30) at θ = −15° for δA and, with reversed sign, at 45° for δB. Then δ(A/B) = (A/B)(δA/A − δB/B) gives

A/B ≈ 2.549 + 2.276 ε^{3/2},  ε ≪ 1.  (31)

The full expression (26) gives 2.552 at ε = 0.01, 2.625 at 0.1 and 3.43 at 1. The next term in (31) is smaller only by a factor of order √ε, and at ε = 0.01 (31) accounts for about 78 per cent of the excess over 2.549. The value 2.55 thus requires T_D ≫ T₂.

The opposite limit shows how much slowness matters. For |r| ≫ 1 in the region of the line, the factor in (26) tends to 2/r. The same substitutions give a slope proportional to cos^{3/2}θ cos(3θ/2). Its derivative with respect to θ is −(3/2)cos^{1/2}θ sin(5θ/2), so the extrema are at θ = 0 and ±72°. The maximum then lies at the centre of the line, with two equally deep minima on either side. The limit is approached slowly, (26) giving 7.8 at ε = 10 and 16.2 at ε = 100, and it requires a conductor thick compared with the spin diffusion length √(DT₂), which here exceeds δ. As cos108° = −cos72°, the limiting ratio is

A/B = (cos72°)^{−5/2} ≈ 18.8,  T_D ≪ T₂.  (32)

**6. How thick the conductor must be**

Let a plate of thickness d be driven by the same H on both faces, with spins that do not diffuse. The field is then even about the midplane, H ∝ cosh[k(s−d/2)], and (3) gives Z = (k/σ)tanh(kd/2). Spins change k by kχ/2. Differentiating the product k tanh(kd/2),

δZ = Z₀(χ/2)(tanh u + u sech²u),  u = kd/2.  (33)

Here Z₀ is still the impedance (5) of the thick conductor. For d ≪ δ the bracket is 2u = (1+i)d/δ. With the factor 1+i in Z₀ this makes 2i d/δ, and Re[2i(χ′−iχ″)] = 2χ″. A thin plate shows pure absorption and A/B = 1, because the field has nearly the same phase throughout.

For a thick plate, tanh u ≈ 1−2e^{−2u} and sech²u ≈ 4e^{−2u}, so the bracket is 1+(4u−2)e^{−2u}. The correction decays as (d/δ)e^{−d/δ}, but its phase turns with d/δ, and the approach to the limit is oscillatory:

d/δ = 1: A/B = 1.46
d/δ = 2: A/B = 3.59
d/δ = 3: A/B = 4.44
d/δ = 4: A/B = 2.58
d/δ = 6: A/B = 2.44
d/δ = 8: A/B = 2.57
d/δ = 12: A/B = 2.55

The largest value, 4.86, occurs at d/δ = 2.65. Being thicker than the skin depth is therefore not enough; the plate must be many skin depths thick. Conversely, the ratio at d/δ = 4 is near the thick-plate value although the limit has not been reached, so A/B alone does not establish the thickness.

**7. A worked example**

Consider a degenerate free-electron gas with chosen parameters: frequency 9.5 GHz, σ = 10⁵ S/m, D = 5×10⁻⁴ m²/s, T₂ = 5 ns and d = 200 µm. The carriers are also the spins, so σ and D are related. In equilibrium, drift σE balances diffusion. A potential energy that varies in space changes the electron density by N times that energy, where N is the density of states, and hence σ = e²ND. This gives

N = 10⁵/[(1.602×10⁻¹⁹)(5×10⁻⁴)] = 1.25×10²⁷ per eV per m³.

For free electrons N = mk_F/(π²ħ²) and n = k_F³/(3π²). The density is then n = 2.8×10²⁵ m⁻³, the Fermi energy 34 meV and the Fermi temperature 390 K; the gas must be well below this. The Fermi speed is v_F = 1.09×10⁵ m/s. From D = v_F²τ/3,

τ = 3(5×10⁻⁴)/(1.087×10⁵)² = 1.27×10⁻¹³ s.

Thus ωτ = 0.008, and the mean free path is 14 nm. The skin depth from (4) is 16.33 µm, so the local Ohm law applies. The conductivity is taken as real for now; its small phase, of order ωτ, is considered at the end of this section. The ratio of vacuum displacement current to conduction current is 5×10⁻⁶.

The plate is 200/16.33 = 12.25 skin depths thick. The diffusion time and slowness parameter are

T_D = (16.33×10⁻⁶)²/(2×5×10⁻⁴) = 267 ns,  ε = 5/266.6 = 0.0188.

Also ωT₂ = 298 and ωT_D = 1.6×10⁴, as the derivation requires.

A static field B shifts the two spin bands by ∓μ_B B. Each has density of states N/2, so the excess of one spin direction is Nμ_B B, and χ₀ = μ₀μ_B²N = 8.42×10⁻⁷, with N per joule. The line amplitude is

C = (8.42×10⁻⁷)(298.5)/2 = 1.26×10⁻⁴,

which justifies the first-order treatment. The surface resistance changes by at most 7.6×10⁻⁵ of its value.

With the gyromagnetic ratio of the free electron, the resonance field is 338.984 mT and Γ = 1.136 mT. The first-order diffusion shift is εΓ = 0.021 mT. The full formula (26) places the peaks at x = −0.2549 and 1.0199:

B_A = 338.984 − 0.2549×1.1358 = 338.69 mT,
B_B = 338.984 + 1.0199×1.1358 = 340.14 mT.

The two peaks move by 0.013 and 0.020 in x, not both by ε = 0.0188; the difference comes from the terms beyond (28).

Equation (31) predicts A/B = 2.549 + 2.276(0.0188)^{3/2} = 2.555. Formula (26) gives 2.5565, and a finite-difference solution of the coupled field and diffusion equations for this plate gives 2.5560. That solution does not use the first-order formula (11), and the numerical check tests the agreement to one per cent. With the Lorentzian susceptibility (8), the result is A/B = 2.56, or 0.3 per cent above the ideal value (21). The terms dropped between (7) and (8) are of relative order 1/(ωT₂), also about 0.3 per cent. Using (7) in place of (8) raises the ratio by 0.4 per cent, with or without diffusion, to 2.57 in this example. That shift depends on the form of relaxation: (6) relaxes the magnetization toward the static field, and if it relaxes toward the instantaneous field instead, the shift is negligible. A correction of similar size and opposite sign comes from the conductivity. At finite ωτ it is σ/(1+iωτ), which turns the phase of Z₀ by ωτ/2 = 0.0038 rad and lowers φ by the same amount. From (20), d ln(A/B)/dφ = tan15° + tan45° = 1.27 at φ = π/4, so the ratio falls by 0.5 per cent: to 2.54 with (8), and to 2.555 with (7). The excess due to diffusion is present in each case, but the absolute ratio is fixed to a few tenths of a per cent only once both the form of relaxation and the phase of the conductivity are included.

Computed values

```
frequency 9.5 GHz, conductivity 1.0e+05 S/m
diffusion constant 5.0e-04 m^2/s, T2 5.0 ns
plate thickness 200 um = 12.25 skin depths
skin depth 16.33 um
T_D 266.6 ns, eps = T2/T_D 0.0188
omega*T2 298.5, omega*T_D 1.592e+04
density of states 1.248e+27 per eV per m^3
electron density 2.794e+25 m^-3, Fermi energy 33.6 meV
Fermi temperature 390 K, Fermi speed 1.087e+05 m/s
collision time 1.270e-13 s, omega*tau 7.58e-03
mean free path 13.8 nm
vacuum displacement/conduction current 5.29e-06
Pauli susceptibility chi0 8.421e-07, line amplitude C 1.257e-04
largest relative change of surface resistance 7.561e-05
resonance field 338.984 mT, half width Gamma 1.1358 mT
diffusion shift eps*Gamma 0.0213 mT
peak A at x = -0.2549, field 338.694 mT
peak B at x = 1.0199, field 340.142 mT
example A/B: formula 2.5565, field equations 2.5560
depth weights/delta: absorption 0.250000, dispersion 0.250000
energy test at x = 0.4, C = 0.001: changes in units of C*R0
  spins 0.8616, ohmic -0.2581, total 0.6035
largest relative error: diffusion 4.9e-05, plate 5.7e-05
ideal A/B = 5/4 + 3*sqrt(3)/4 = 2.549038
  extremum x = -0.2679, slope 1.2745
  extremum x = -3.7321, slope -0.0245
  extremum x = 1.0000, slope -0.5000
mixture phase 0 deg: A/B 1.0000
mixture phase 30 deg: A/B 1.8458
mixture phase 45 deg: A/B 2.5490
mixture phase 60 deg: A/B 3.5963
mixture phase 90 deg: A/B 8.0000
coefficient of eps^(3/2) in A/B: 2.2761
eps 0.001: A/B 2.5491
eps 0.01: A/B 2.5520
eps 0.1: A/B 2.6247
eps 1: A/B 3.4319
eps 10: A/B 7.7902
fast limit: A/B numerical 18.838, formula 18.838
d/delta 0.2: A/B 1.0155
d/delta 1: A/B 1.4625
d/delta 2: A/B 3.5881
d/delta 3: A/B 4.4433
d/delta 4: A/B 2.5770
d/delta 6: A/B 2.4396
d/delta 8: A/B 2.5666
d/delta 12: A/B 2.5484
largest plate A/B 4.8594 at d/delta 2.654
```
